# Critical Stress of a Pinned Copper Dislocation Acting as a Frank-Read Source: a program that tests the result

```python
# Result under test: a pinned dislocation segment of length L with constant
# line tension T = mu b^2 / 2 loses its last equilibrium at the resolved
# shear stress tau_c = 2 T / (b L) = mu b / L and then acts as a
# Frank-Read source.
# Symbols: mu shear modulus, b Burgers vector length, R radius of the arc,
# phi half-angle of the arc, nu Poisson ratio, r0 core cutoff radius,
# theta angle between Burgers vector and line. SI units inside the program.
import itertools
import numpy as np
from scipy.constants import k as k_boltzmann, e as joule_per_ev
from scipy.integrate import quad
from scipy.optimize import brentq

nm, MPa, GPa = 1e-9, 1e6, 1e9
mu, b, L = 48 * GPa, 0.256 * nm, 100 * nm
tension = mu * b**2 / 2
tau_c = mu * b / L


# ---- Motion of a pinned polygonal line under local forces ----------------
# Lengths in units of L, forces in units of T/L; bowing is towards +y.
def move_line(tau, spacing=0.05, max_steps=300000):
    load = tau * b * L / tension
    z = np.linspace(0, 1, int(round(1 / spacing)) + 1).astype(complex)
    dt = 0.08 * spacing**2
    for step in range(max_steps):
        seg = np.diff(z)
        size = np.abs(seg)
        chord = z[2:] - z[:-2]
        normal = 1j * chord / np.abs(chord)
        turn = np.diff(seg / size)
        pull = (turn * normal.conj()).real / (0.5 * (size[1:] + size[:-1]))
        speed = pull + load
        z[1:-1] += dt * speed * normal
        if step % 20 == 0:
            if np.max(np.abs(speed)) < 1e-4:
                return "held", z.imag.max()
            left_arm = z[:len(z) // 2]
            behind = left_arm[left_arm.imag < -1e-6]
            if behind.size and behind.real.max() >= 0.5:
                return "arms met", z.imag.max()
            size = np.abs(np.diff(z))
            wide = np.where(size > 1.5 * spacing)[0]
            if wide.size:
                z = np.insert(z, wide + 1, 0.5 * (z[wide] + z[wide + 1]))
            size = np.abs(np.diff(z))
            while size.min() < 0.5 * spacing:
                i = int(np.argmin(size))
                z = np.delete(z, i + 1 if i + 2 < len(z) else i)
                size = np.abs(np.diff(z))
    return "undecided", z.imag.max()


low, high = 0.98, 1.02
state_low, height_low = move_line(low * tau_c)
state_high, height_high = move_line(high * tau_c)
radius_low = tension / (low * tau_c * b)
height_formula = radius_low - np.sqrt(radius_low**2 - L**2 / 4)
assert state_low == "held", state_low
assert state_high == "arms met", state_high
# tolerance: polygon error, magnified by the softness close to tau_c
assert abs(height_low * L / height_formula - 1) < 0.03


# ---- Energy barrier between the shallow and the deep arc -----------------
def barrier(ratio):
    e = np.pi / 2 - np.arcsin(ratio)
    return tension * L / (2 * ratio) * (2 * e - np.sin(2 * e))


def drawn_arc_energy(phi, tau):
    a = np.linspace(-phi, phi, 1001)
    radius = L / (2 * np.sin(phi))
    x, y = radius * np.sin(a), radius * (np.cos(a) - np.cos(phi))
    length = np.sum(np.hypot(np.diff(x), np.diff(y)))
    area = np.sum(0.5 * (y[1:] + y[:-1]) * np.diff(x))
    return tension * length - tau * b * area


phis = np.linspace(0.3, 2.8, 2001)
energies = np.array([drawn_arc_energy(p, 0.9 * tau_c) for p in phis])
shallow = phis < np.pi / 2
i_min = np.argmin(np.where(shallow, energies, np.inf))
i_max = np.argmax(np.where(shallow, -np.inf, energies))
assert abs(phis[i_min] - np.arcsin(0.9)) < 0.01
assert abs(phis[i_max] - (np.pi - np.arcsin(0.9))) < 0.01
scan_barrier = energies[i_max] - energies[i_min]
assert abs(scan_barrier / barrier(0.9) - 1) < 1e-3

T_ref, T_use = 300.0, 400.0
thermal_energy = 30 * k_boltzmann * T_use
ratio_hot = brentq(lambda r: barrier(r) - thermal_energy, 0.5, 1 - 1e-9)
softening = 4e-4 * (T_use - T_ref)      # rough fractional loss of mu

# ---- Line energy that depends on direction and on a logarithm ------------
nu, r0 = 0.34, b


def line_energy(theta, core=r0):
    shape = np.cos(theta)**2 + np.sin(theta)**2 / (1 - nu)
    return mu * b**2 / (4 * np.pi) * np.log(L / core) * shape


def local_tension(theta, h=1e-3):
    bend = line_energy(theta + h) + line_energy(theta - h)
    return line_energy(theta) + (bend - 2 * line_energy(theta)) / h**2


tau_start = {}
for name, start in (("screw", 0.0), ("edge", np.pi / 2)):
    # force balance tau b ds = tension dphi, summed up to the widest arc
    span = quad(lambda p: local_tension(start + p) / tension * np.cos(p),
                -np.pi / 2, np.pi / 2)[0] * tension
    tau_start[name] = 2 * line_energy(start + np.pi / 2) / (b * L)
    assert abs(span / (b * L) / tau_start[name] - 1) < 1e-4
    assert min(local_tension(t) for t in np.linspace(0, np.pi, 50)) > 0
core_change = 1 - line_energy(0.0, 2 * r0) / line_energy(0.0)

# ---- Elastic anisotropy of copper (rough constants) ----------------------
C11, C12, C44 = 168 * GPa, 121 * GPa, 75 * GPa
I3 = np.eye(3)
C = (C12 * np.einsum("ij,kl->ijkl", I3, I3)
     + C44 * (np.einsum("ik,jl->ijkl", I3, I3)
              + np.einsum("il,jk->ijkl", I3, I3)))
for i in range(3):
    C[i, i, i, i] += C11 - C12 - 2 * C44
line = np.array([1, 1, 0]) / np.sqrt(2)
ax, ay = np.array([0, 0, 1.0]), np.array([1, -1, 0]) / np.sqrt(2)
cx = np.einsum("ijkl,i,j,k,l", C, ax, line, ax, line)
cy = np.einsum("ijkl,i,j,k,l", C, ay, line, ay, line)
cxy = np.einsum("ijkl,i,j,k,l", C, ax, line, ay, line)
assert abs(cxy) < 1e-9 * C44
K_screw = np.sqrt(C44 * (C11 - C12) / 2)
stretch = np.sqrt(cx / cy)


def ring_energy(angle):
    # strain energy of a unit Burgers vector on a ring of unit radius
    x, y = np.cos(angle), stretch * np.sin(angle)
    ux = -y / (2 * np.pi * (x * x + y * y))
    uy = stretch * x / (2 * np.pi * (x * x + y * y))
    return 0.5 * (cx * ux**2 + cy * uy**2) / GPa


K_ring = 4 * np.pi * quad(ring_energy, 0, 2 * np.pi)[0] * GPa
assert abs(K_ring / K_screw - 1) < 1e-6

# ---- Free surface and other dislocations ---------------------------------
film = 500 * nm
depth = film / 2
tau_image = mu * b / (4 * np.pi * depth)


def energy_near_surface(d):
    # half the work of opening the cut from the core to the free surface;
    # lengths in nm, field of the dislocation plus that of its image
    work = quad(lambda x: 1 / x + 1 / (2 * d - x), r0 / nm, d, limit=200)[0]
    return 0.5 * b * mu * b / (2 * np.pi) * work


d_nm = depth / nm
slope = (energy_near_surface(d_nm + 1) - energy_near_surface(d_nm - 1)) / 2
# tolerance: the core cutoff shifts the depth by a fraction r0/(2 depth)
assert abs(slope / nm / b / tau_image - 1) < 5e-3

alpha, rho = 0.3, 1e14                  # rough strength and density
tau_forest = alpha * mu * b * np.sqrt(rho)

# ---- From resolved shear stress to stress in a (111) film ----------------
n = np.ones(3) / np.sqrt(3)
in_plane = I3 - np.outer(n, n)
signs = list(itertools.product((1, -1), repeat=3))
planes = [np.array(s) / np.sqrt(3) for s in signs]
slips = [np.array(v) / np.sqrt(2)
         for v in itertools.product((-1, 0, 1), repeat=3)
         if np.count_nonzero(v) == 2]
schmid = max(abs(p @ in_plane @ s) for p in planes for s in slips
             if abs(p @ s) < 1e-12)
film_stress = tau_c / schmid
s_plane = np.einsum("ijkl,kl->ij", C, in_plane)
s_normal = np.einsum("ijkl,kl->ij", C, np.outer(n, n))
s_film = s_plane - (n @ s_plane @ n) / (n @ s_normal @ n) * s_normal
biaxial = 6 * C44 * (C11 + 2 * C12) / (C11 + 2 * C12 + 4 * C44)
assert np.allclose(s_film, biaxial * in_plane, atol=1e-6 * biaxial)
mismatch = 14e-6                        # rough, copper minus silicon, 1/K
delta_T = film_stress / (biaxial * mismatch)


def show(label, value, unit="", digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("shear modulus mu", mu / GPa, "GPa", 1)
show("Burgers vector b", b / nm, "nm", 3)
show("segment length L", L / nm, "nm", 1)
show("line tension T", tension / 1e-9, "nN", 4)
show("critical radius T/(tau_c b)", tension / (tau_c * b) / nm, "nm", 2)
show("critical resolved shear stress tau_c", tau_c / MPa, "MPa", 2)
print(f"moving line at {low:.2f} tau_c: {state_low}")
show("  height reached", height_low * L / nm, "nm", 2)
show("  height from arc formula", height_formula / nm, "nm", 2)
print(f"moving line at {high:.2f} tau_c: {state_high}")
show("  height when arms meet", height_high * L / nm, "nm", 0)
show("barrier at 0.90 tau_c, formula", barrier(0.9) / joule_per_ev, "eV")
show("barrier at 0.90 tau_c, drawn arcs", scan_barrier / joule_per_ev, "eV")
show("barrier at 0.99 tau_c", barrier(0.99) / joule_per_ev, "eV")
show("reference temperature", T_ref, "K", 0)
show("temperature of use", T_use, "K", 0)
show("30 kT at temperature of use", thermal_energy / joule_per_ev, "eV", 3)
show("stress drop by thermal activation", 100 * (1 - ratio_hot), "%")
show("stress drop by softer mu (rough)", 100 * softening, "%", 1)
show("Poisson ratio (rough)", nu, "", 2)
show("core cutoff r0", r0 / nm, "nm", 3)
show("ln(L/r0)", np.log(L / r0), "", 3)
show("tau_c, initially edge segment", tau_start["edge"] / MPa, "MPa", 1)
show("tau_c, initially screw segment", tau_start["screw"] / MPa, "MPa", 1)
show("drop of these if r0 is doubled", 100 * core_change, "%", 1)
show("C11 (rough)", C11 / GPa, "GPa", 0)
show("C12 (rough)", C12 / GPa, "GPa", 0)
show("C44 (rough)", C44 / GPa, "GPa", 0)
show("anisotropic screw energy factor", K_screw / GPa, "GPa", 1)
show("its change relative to mu", 100 * (K_screw / mu - 1), "%", 1)
show("film thickness", film / nm, "nm", 0)
show("depth of source", depth / nm, "nm", 0)
show("image stress of nearest surface", tau_image / MPa, "MPa", 2)
show("forest strength alpha (rough)", alpha, "", 1)
print(f"forest density rho (rough): {rho:.0e} 1/m^2")
show("forest stress", tau_forest / MPa, "MPa", 1)
show("Schmid factor, (111) film", schmid, "", 4)
show("equibiaxial film stress at tau_c", film_stress / MPa, "MPa", 0)
show("biaxial modulus, (111) film", biaxial / GPa, "GPa", 0)
show("expansion mismatch (rough)", mismatch * 1e6, "1e-6/K", 0)
show("temperature change for that stress", delta_T, "K", 0)
print("done: every assertion held")
```

Running it gives:

```
shear modulus mu: 48.0 GPa
Burgers vector b: 0.256 nm
segment length L: 100.0 nm
line tension T: 1.5729 nN
critical radius T/(tau_c b): 50.00 nm
critical resolved shear stress tau_c: 122.88 MPa
moving line at 0.98 tau_c: held
  height reached: 40.86 nm
  height from arc formula: 40.87 nm
moving line at 1.02 tau_c: arms met
  height when arms meet: 530 nm
barrier at 0.90 tau_c, formula: 64.06 eV
barrier at 0.90 tau_c, drawn arcs: 64.06 eV
barrier at 0.99 tau_c: 1.87 eV
reference temperature: 300 K
temperature of use: 400 K
30 kT at temperature of use: 1.034 eV
stress drop by thermal activation: 0.68 %
stress drop by softer mu (rough): 4.0 %
Poisson ratio (rough): 0.34
core cutoff r0: 0.256 nm
ln(L/r0): 5.968
tau_c, initially edge segment: 116.7 MPa
tau_c, initially screw segment: 176.8 MPa
drop of these if r0 is doubled: 11.6 %
C11 (rough): 168 GPa
C12 (rough): 121 GPa
C44 (rough): 75 GPa
anisotropic screw energy factor: 42.0 GPa
its change relative to mu: -12.5 %
film thickness: 500 nm
depth of source: 250 nm
image stress of nearest surface: 3.91 MPa
forest strength alpha (rough): 0.3
forest density rho (rough): 1e+14 1/m^2
forest stress: 36.9 MPa
Schmid factor, (111) film: 0.2722
equibiaxial film stress at tau_c: 451 MPa
biaxial modulus, (111) film: 260 GPa
expansion mismatch (rough): 14 1e-6/K
temperature change for that stress: 124 K
done: every assertion held
```
